# Plane-wave basis error of the two-dimensional electron gas at second order

## Problem

A square cell of area $A$ with periodic boundaries holds $N=N_\uparrow+N_\downarrow$ electrons confined to the plane, which repel each other through $1/r$ and sit on a neutralising background. Hartree atomic units are used, and $n=N/A=1/(\pi r_s^2)$. The basis is the $M$ plane waves with $|\mathbf k|\le k_c$, $E_{\rm cut}=k_c^2/2$, and the basis error is $\Delta E=E(M)-E(\infty)$.

1. How do the first-order pair amplitudes fall off at large momentum transfer $q$?
2. How does the second-order error depend on $E_{\rm cut}$ and on $M$, and what are the first corrections?
3. What changes for parallel spins, with Hartree–Fock denominators, and beyond second order?
4. Estimate the error of the unpolarised gas at $r_s=1$ for $k_c=5k_F$, and the basis needed for 1 mHa per electron.

## Solution

### Interaction and state counting

One angular integral is needed. With $w=e^{i\theta}$, $\int_0^{2\pi}d\theta/(a+b\cos\theta)=\oint 2\,dw/[i(bw^2+2aw+b)]$. The roots are $w_\pm=(-a\pm\sqrt{a^2-b^2})/b$ with product 1, and the one inside the circle, $w_+$, gives $4\pi/[b(w_+-w_-)]=2\pi/\sqrt{a^2-b^2}$. Doing the radial integral first,

$$\int d^2r\,e^{-i\mathbf q\cdot\mathbf r}\frac{e^{-\eta r}}{r}=\int_0^{2\pi}\frac{d\theta}{\eta+iq\cos\theta}=\frac{2\pi}{\sqrt{q^2+\eta^2}}.$$

Two derivatives with respect to $\eta$ multiply the integrand by $r^2$, so $re^{-\eta r}$ has the transform $2\pi(2\eta^2-q^2)/(q^2+\eta^2)^{5/2}$. For $q\gg\eta$ the two transforms are $v(q)=2\pi/q$ and $-2\pi/q^3$. The background removes $\mathbf q=0$.

Since $\sum_{\mathbf k}\to A\int d^2k/(2\pi)^2$, the basis has $M\approx Ak_c^2/4\pi$ orbitals. The unpolarised gas has $N=2Ak_F^2/4\pi$, so $n=k_F^2/2\pi$, $k_F^2=2/r_s^2$, and $M/N=x^2/2$ with $x=k_c/k_F$.

### Opposite-spin amplitudes

Let $i\uparrow,j\downarrow$ scatter into $a\uparrow,b\downarrow$. Set $\mathbf K=\mathbf k_i+\mathbf k_j$, $\mathbf k_{i,j}=\mathbf K/2\pm\mathbf p_0$, $\mathbf k_{a,b}=\mathbf K/2\pm\mathbf p$, and $\mathbf q=\mathbf k_a-\mathbf k_i=\mathbf p-\mathbf p_0$. With free-electron energies a pair has energy $K^2/4+p^2$, so the excitation energy is $p^2-p_0^2=q^2+2\mathbf q\cdot\mathbf p_0$. Opposite spins have no exchange integral, and

$$t=\frac{\langle ab|ij\rangle}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b}=-\frac{2\pi}{A\,q\,(q^2+2\mathbf q\cdot\mathbf p_0)}\;\to\;-\frac{2\pi}{Aq^3}\qquad(q\gg k_F).$$

This is the transform of $r_{12}$ divided by $A$: the tail of the amplitudes builds the electron–electron cusp.

### The missing energy

Each excitation contributes $t\langle ij|ab\rangle<0$, so omitting it raises the energy. An excitation is omitted if $|\mathbf k_a|>k_c$ or $|\mathbf k_b|>k_c$. If $|\mathbf k_a|>k_c$, then $|\mathbf k_b|=|\mathbf K-\mathbf k_a|>k_c-2k_F$, so for $k_c\ge3k_F$ the partner is never Pauli-blocked. The factors $(2\pi/A)^2$ and $A/(2\pi)^2$ combine to $1/A$:

$$\Delta E_{\rm os}=\sum_{i\uparrow,j\downarrow}\frac1A\int_{\rm omitted}\frac{d^2p}{|\mathbf p-\mathbf p_0|^2(p^2-p_0^2)}.$$

At leading order the integrand is $p^{-4}$ and the region is $p>k_c$, giving $2\pi\int_{k_c}^\infty p^{-3}dp=\pi/k_c^2$. With $Ak_c^2=4\pi M$,

$$\Delta E_{\rm os}\to\frac{\pi N_\uparrow N_\downarrow}{Ak_c^2}=\frac{N_\uparrow N_\downarrow}{4M}.$$

For $N_\uparrow=N_\downarrow=N/2$ the error per electron is $\pi n/4k_c^2$, that is

$$\frac{\Delta E_{\rm os}}{N}\to\frac{1}{8r_s^2E_{\rm cut}}=\frac1{8x^2}=\frac{N}{16M}\ \text{Ha}.$$

At fixed $M/N$ this does not depend on $r_s$. Power counting shows why the law in $M$ is that of three dimensions. For $d=2,3$ the transform of $1/r$ goes as $q^{1-d}$, so $t\sim q^{-d-1}$, $\Delta E\sim\int q^{d-1}q^{1-d}q^{-d-1}dq\sim k_c^{-d}$, while $M\sim k_c^d$. The law in the cutoff energy differs: $E_{\rm cut}^{-1}$ here, $E_{\rm cut}^{-3/2}$ in three dimensions.

### Corrections

Let $\varphi$ be the angle between $\mathbf p$ and $\mathbf K$, and $b=|K\cos\varphi|$. Both orbitals are in the basis when $p^2+pb+K^2/4\le k_c^2$, that is $p\le p_m=s-b/2$ with $s^2=k_c^2-K^2/4+b^2/4=k_c^2-\tfrac14K^2\sin^2\varphi$. Since $(s-b/2)(s+b/2)=k_c^2-K^2/4$,

$$\frac1{p_m^2}=\frac{s^2+sb+b^2/4}{(k_c^2-K^2/4)^2}=\frac1{k_c^2}\left[1+\frac b{k_c}+\frac{K^2(\cos^2\varphi-\sin^2\varphi)/4+K^2/2}{k_c^2}+\dots\right].$$

The average over $\varphi$ of $|\cos\varphi|$ is $2/\pi$ and that of $\cos^2\varphi-\sin^2\varphi$ is zero.

For the integrand put $u=p_0/p$ and $c=\hat{\mathbf p}\cdot\hat{\mathbf p}_0$. Then $(1-2uc+u^2)^{-1}=1+2uc+(4c^2-1)u^2+\dots$ and $(1-u^2)^{-1}=1+u^2+\dots$, so the integrand is $p^{-4}(1+2uc+4c^2u^2+\dots)$. Integration with $p\,dp$ from $p_m$ gives $1/(2p_m^2)+2p_0c/(3p_m^3)+c^2p_0^2/p_m^4$. The middle term vanishes in the angular integral, because $c$ is odd under $\mathbf p\to-\mathbf p$ and $p_m$ is even. The last gives $\pi p_0^2/k_c^4$. Averaging over occupied pairs,

$$\Delta E_{\rm os}=\frac{N_\uparrow N_\downarrow}{4M}\left[1+\frac2\pi\frac{\langle K\rangle}{k_c}+\frac{\langle K^2\rangle/2+\langle p_0^2\rangle}{k_c^2}+O(k_c^{-3})\right].$$

The remainder $O(k_c^{-3})$ belongs to the integral over $\mathbf p$. In a finite cell of side $L$ the sum is discrete. With $R=k_cL/2\pi$ and $\mathbf K$ one reciprocal vector along an axis, requiring both orbitals in the basis removes one point per row, $2\lfloor R\rfloor+1$ points instead of $2R$. A mismatch of order one point among $M\approx\pi R^2$ leaves an oscillating relative remainder of order $k_c^{-2}$. For the 26-electron cell below its scatter over cutoffs is about $0.14/R^2$, some 4 % of the second correction, which is $3.2/R^2$ there.

For two Fermi discs $\langle k^2\rangle=k_F^2/2$ and $\langle\mathbf k_i\cdot\mathbf k_j\rangle=0$, so $\langle K^2\rangle=k_F^2$ and $\langle p_0^2\rangle=k_F^2/4$. In units of $k_F$, the density of $\mathbf K$ is the overlap area of two unit discs a distance $K$ apart, divided by $\pi^2$. With $K=2\cos\theta$ the overlap is two sectors of area $\theta$ less a rhombus of area $\sin2\theta$. Then

$$\langle K\rangle=\frac2\pi\int_0^{\pi/2}4\cos^2\theta\,(2\theta-\sin2\theta)\,2\sin\theta\,d\theta=\frac{32}\pi\left(\frac29-\frac2{15}\right)=\frac{128}{45\pi},$$

using $\int\theta\cos^2\theta\sin\theta\,d\theta=\tfrac13\int\cos^3\theta\,d\theta=\tfrac29$ (by parts) and $\int\cos^3\theta\sin^2\theta\,d\theta=\tfrac13-\tfrac15=\tfrac2{15}$. Hence

$$\frac{\Delta E_{\rm os}}N=\frac1{8x^2}\left[1+\frac{c_1}x+\frac{c_2}{x^2}+O(x^{-3})\right],\qquad c_1=\frac{256}{45\pi^2}=0.5764,\quad c_2=\frac12+\frac14=\frac34.$$

The first correction to the energy goes as $M^{-3/2}$, and it comes from the shape of the cutoff. If instead $q>k_c$ is omitted, the integrand is $q^{-4}(1-2p_0c/q+4p_0^2c^2/q^2)$ with $c=\hat{\mathbf q}\cdot\hat{\mathbf p}_0$, the region is a circle, the linear term averages to zero, and the bracket is $1+\langle p_0^2\rangle/k_c^2=1+1/4x^2$. At $x=10$ this is 1.0025, and the program finds 1.00252, against 1.06577 for the orbital cutoff.

### Parallel spins

The exchange integral carries $\mathbf k_a-\mathbf k_j=\mathbf p+\mathbf p_0$. Since $|\mathbf p\mp\mathbf p_0|^{-1}=p^{-1}(1\pm uc+\dots)$, the $1/p$ terms cancel:

$$\langle ab\|ij\rangle=\frac{2\pi}A\left(\frac1{|\mathbf p-\mathbf p_0|}-\frac1{|\mathbf p+\mathbf p_0|}\right)\to\frac{4\pi p_0c}{Ap^2},$$

and the amplitude falls as $q^{-4}$. Unrestricted sums count each pair $ij$ and $ab$ twice, hence a factor $\tfrac14$:

$$\Delta E_{\rm ss}\to\sum_\sigma\frac14\sum_{ij}\frac A{4\pi^2}\frac{16\pi^2p_0^2}{A^2}\int_0^{2\pi}c^2d\varphi\int_{k_c}^\infty\frac{dp}{p^5}=\sum_\sigma\sum_{ij}\frac{\pi p_0^2}{4Ak_c^4}.$$

For the unpolarised gas, $2(N/2)^2$ terms with $\langle p_0^2\rangle=k_F^2/4$ give $\Delta E_{\rm ss}/N\to\pi nk_F^2/32k_c^4=1/64x^4=N^2/256M^2$ Ha. The $q^{-3}$ and $1/M$ laws therefore belong to opposite spins. In a fully polarised gas $N_\uparrow N_\downarrow=0$ and the second-order error goes as $1/M^2$.

The table compares quadrature of the unexpanded integrals with the series, in Ha.

| $x$ | $8x^2\Delta E_{\rm os}/N$ | series | $64x^4\Delta E_{\rm ss}/N$ |
|---|---|---|---|
| 5 | 1.15097 | 1.14528 | 1.2226 |
| 10 | 1.06577 | 1.06514 | 1.0935 |
| 20 | 1.03077 | 1.03070 | 1.0430 |
| 40 | 1.01489 | 1.01488 | 1.0206 |

The gap between the opposite-spin quadrature and the series falls from 0.0057 to 0.0006 between $x=5$ and 10, close to the factor 8 of an $x^{-3}$ term. Removing a $1/x$ term from the last column by $2\times1.0206-1.0430$ gives 0.9982.

### Hartree–Fock denominators

Each orbital energy acquires the exchange shift $-\sum_{\rm occ}v(\mathbf k-\mathbf k')/A$. For occupied orbitals it is of order $k_F$; at $\mathbf k=0$ it is $-\int_0^{k_F}dk=-k_F$. For $k\gg k_F$ it is $-2\pi n_\sigma/k$, which vanishes. The denominators of the omitted terms thus grow by $O(k_F)$ and the error shrinks by a relative $O(k_F/k_c^2)=O(r_s/x^2)$. The $1/M$ and $M^{-3/2}$ terms are untouched, while $c_2$ changes.

### Beyond second order: two electrons

Take one electron of each spin with $\mathbf K=0$, and $\psi(\mathbf r)=\sum_{\mathbf k}c_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$ in the relative coordinate, with real $c_{\mathbf k}$. The kinetic energy is $k^2$, so $(k^2-E)c_{\mathbf k}=-\sum_{\mathbf k'\ne\mathbf k}v(\mathbf k-\mathbf k')c_{\mathbf k'}/A$. For $k$ far beyond the momenta that carry $\psi$, $v(\mathbf k-\mathbf k')\to2\pi/k$ and $\sum c_{\mathbf k'}=\psi(0)$, so $c_{\mathbf k}\to-2\pi\psi(0)/Ak^3$. Real space agrees: $-\nabla^2\psi+\psi/r$ must stay finite, and $\nabla^2r=r^{-1}\partial_r(r\cdot1)=1/r$, so $\psi\approx\psi(0)(1+r)$. The slope is 1; in three dimensions $\nabla^2r=2/r$ makes it $\tfrac12$.

Let $\phi$ be the eigenvector in the truncated space, with energy $E_M$, and $\psi_Q$ the omitted part of $\psi$. Acting to the right, $\langle\phi|H|\psi\rangle=E\langle\phi|\psi\rangle$. Splitting $\psi$ and acting to the left, the same element is $E_M\langle\phi|\psi\rangle+\langle\phi|V|\psi_Q\rangle$, because the kinetic energy does not connect the two spaces. So $\Delta E\,\langle\phi|\psi\rangle=-\langle\phi|V|\psi_Q\rangle$ exactly. At leading order $(V\phi)_{\mathbf k}=2\pi\psi(0)/Ak$ and $\langle\phi|\psi\rangle=\sum c^2$, and $\sum_{k>k_c}(2\pi/A)^2k^{-4}=\pi/Ak_c^2$ as before:

$$\Delta E\to\frac{g_0}{4M},\qquad g_0=\frac{\psi(0)^2}{\sum_{\mathbf k}c_{\mathbf k}^2}.$$

Here $g_0$ is the on-top pair density relative to its cell average, equal to 1 for the uncorrelated state, which restores the second-order result. The omitted tail of $\psi(0)$ is $-\psi(0)\sum_{k>k_c}2\pi/Ak^3=-\psi(0)/k_c$, so replacing $\phi$ by $\psi$ costs a relative $O(1/k_c)$. The law needs $k_c\gg1$ bohr$^{-1}$ as well as $k_c\gg k_F$. That the many-electron error carries the corresponding on-top factor is expected from the same cusp but is not shown here.

At $r_s=1$ ($A=6.2832$ bohr$^2$) the solution in the largest basis ($M=28917$, $k_c=240.5$ bohr$^{-1}$), with $\psi(0)$ taken as $\sum c_{\mathbf k}/(1+1/k_c)$ to allow for the omitted tail, has $g_0=0.3488$, so the second-order prefactor is too large by the factor $1/0.3488\approx2.9$. The energy differences from the $M=28917$ result are 1.0147 ($M=1793$) and 1.0082 ($M=7213$) times the prediction, inside the asserted bound of $1.5/k_c$ on the deviation. The ratio $c_{\mathbf k}k^3A/2\pi\psi(0)$ is $-1.0027$ at $k=25.07$ bohr$^{-1}$ and $-1.0011$ at $50.13$ bohr$^{-1}$. Two corrections enter. The $r^2$ term of $\psi$ is smooth, and the next non-analytic term is $r^3$; since $\nabla^2r^3=9r$, its transform is $18\pi/k^5$, a relative $k^{-2}$. The finite basis drops the terms $k'>k_c$, which for $k\ll k_c$ contribute $-(2\pi\psi(0)/A)\sum_{k'>k_c}2\pi/Ak'^4=-(2\pi\psi(0)/A)/2k_c^2$ to $(V\psi)_{\mathbf k}$, so $|c_{\mathbf k}|$ is raised by a relative $k/2k_c^2$, that is 0.0002 and 0.0004. The remainders, 0.0025 and 0.0006, fall by about 4 as $k$ doubles.

### A scale for the error

The full opposite-spin energy follows from $\int_0^\infty\frac{d\omega}{2\pi}\frac{2\Delta_1}{\Delta_1^2+\omega^2}\frac{2\Delta_2}{\Delta_2^2+\omega^2}=\frac1{\Delta_1+\Delta_2}$ for positive $\Delta$, obtained by partial fractions in $\omega^2$. It factorises the sums over $i$ and $j$ into $\chi_\sigma=-\int\frac{d^2k}{(2\pi)^2}n_{\mathbf k}(1-n_{\mathbf k+\mathbf q})\frac{2\Delta}{\Delta^2+\omega^2}$ with $\Delta=q^2/2+\mathbf k\cdot\mathbf q$. The term in $n_{\mathbf k}n_{\mathbf k+\mathbf q}$ vanishes, since $\mathbf k\to-\mathbf k-\mathbf q$ reverses $\Delta$. Writing $2\Delta/(\Delta^2+\omega^2)=2\,\mathrm{Re}(\Delta+i\omega)^{-1}$ and $z=q^2/2+i\omega$, the angular integral gives $2\pi/\sqrt{z^2-k^2q^2}$, and $\int_0^{k_F}k\,dk$ gives $2\pi[z-\sqrt{z^2-k_F^2q^2}]/q^2$. Rationalising,

$$\chi_\sigma=-\frac{k_F^2}\pi\,\mathrm{Re}\frac1{z+\sqrt{z^2-k_F^2q^2}},\qquad\varepsilon_{\rm os}=-\frac1n\int\frac{q\,dq}{2\pi}\frac{4\pi^2}{q^2}\int_0^\infty\frac{d\omega}{2\pi}\chi_\sigma^2=-\frac1n\int\frac{dq}q\int_0^\infty d\omega\,\chi_\sigma^2,$$

with the root that tends to $z$ at large $|z|$. At small $q$ the frequency scale is $k_Fq$, so the inner integral is proportional to $q$ and the result is finite. Scaling $q$ by $k_F$ and $\omega$ by $k_F^2$ leaves $\chi_\sigma$ unchanged and cancels $1/n$, so $\varepsilon_{\rm os}$ is independent of $r_s$. Quadrature gives $-0.15343$ Ha $=-4.175$ eV per electron.

### Numbers at $r_s=1$

All figures in this paragraph are second-order values with free-electron denominators. The two-electron result above, where the on-top factor lowers the prefactor by about 2.9 at this $r_s$, shows that they need not equal the basis error of the fully correlated gas. For the infinite gas $k_F=1.4142$ bohr$^{-1}$. At $x=5$, $k_c=7.0711$ bohr$^{-1}$, $E_{\rm cut}=25.00$ Ha and $M/N=12.5$. The leading estimate is $1/(8\times25.00)=1/(16\times12.5)=5.000$ mHa per electron. The bracket is $1+0.5764/5+0.75/25=1.14528$, giving 5.726 mHa. Quadrature gives 5.755 mHa $=0.1566$ eV, which is 3.75 % of $|\varepsilon_{\rm os}|$. Relative to 5.755 mHa, the leading estimate is 13 % low and the series 0.5 % low. Parallel spins add $1/(64\times625)=0.0250$ mHa at leading order and 0.0306 mHa by quadrature. An opposite-spin error of 1 mHa needs $M/N=1/(16\times10^{-3})=62.5$ at leading order; the series raises this to 66.0, with $x=11.49$ and $E_{\rm cut}=132$ Ha.

For a closed-shell cell of $13+13$ electrons ($A=81.681$ bohr$^2$) the sums were done term by term. The predicted error uses the cell's own moments of $K$ and $p_0$, with $k_c=\sqrt{4\pi M/A}$, and the corrected energy is the raw one minus the prediction. Entries are in mHa per electron.

| $M$ | raw | predicted | corrected | corrected, HF |
|---|---|---|---|---|
| 317 | −151.352 | 5.893 | −157.244 | −152.648 |
| 1257 | −155.910 | 1.379 | −157.289 | −152.607 |
| 5025 | −156.957 | 0.334 | −157.290 | −152.603 |
| 20081 | −157.208 | 0.082 | −157.290 | −152.603 |

At $M=317$ the leading term alone is $26/(16\times317)=5.126$ mHa, and the corrected energy lies 0.046 mHa above the last row. With Hartree–Fock denominators the same prediction overshoots by 0.045 mHa. The exchange shifts in the cell omit the $\mathbf k'=\mathbf k$ term, so the occupied orbitals carry no Madelung shift and lie higher than in the infinite gas. The Hartree–Fock column depends strongly on this convention. Lowering each occupied orbital by the Madelung term $3.900/\sqrt A=0.432$ Ha moves the limit from $-152.6$ to $-107.7$ mHa and raises the shift quoted next from 0.091 to 0.149 mHa. The sign and the $k_c^{-2}$ scaling of that shift are unchanged. The shift of $0.046+0.045=0.091$ mHa from the free case is in the direction derived above. Measured as the ratio of computed to predicted differences from the largest basis, the free and Hartree–Fock values are 1.0079 and 0.9923, then 1.0011 and 0.9969, then 1.0001 and 0.9989. The gaps 0.0156, 0.0042 and 0.0012 shrink by about 3.7 and 3.5 as $k_c$ doubles. The differences are taken from the largest basis, so a relative $k_c^{-2}$ effect gives a gap proportional to $(k_c^{-4}-k_{\max}^{-4})/(k_c^{-2}-k_{\max}^{-2})=k_c^{-2}+k_{\max}^{-2}$, that is to $1/M+1/20081$, which shrinks by 3.8 and 3.4. A $13+5$ cell of the same area gives ratios 1.0008 and 1.0001 at $M=1257$ and 5025, testing the factor $N_\uparrow N_\downarrow$. The limit $-157.3$ mHa belongs to the 26-electron cell, and the basis correction does nothing about its difference from the $-153.4$ mHa of the infinite gas.

The program and its output follow.

## Values computed for the example and the checks

```
FT[r e^-r] q^3/(2pi) at q=40/bohr: -0.99719
<|K|>/kF quadrature 0.90540; c1 = 0.57640; c2 = 0.75
x=5: 8x^2 dE_os/N = 1.15097 Ha (series 1.14528), 64x^4 dE_ss/N = 1.2226 Ha
x=10: 8x^2 dE_os/N = 1.06577 Ha (series 1.06514), 64x^4 dE_ss/N = 1.0935 Ha
x=20: 8x^2 dE_os/N = 1.03077 Ha (series 1.03070), 64x^4 dE_ss/N = 1.0430 Ha
x=40: 8x^2 dE_os/N = 1.01489 Ha (series 1.01488), 64x^4 dE_ss/N = 1.0206 Ha
Richardson limit of 64x^4 dE_ss/N: 0.9982 Ha
cutoff on q, x=10: 8x^2 dE_os/N = 1.00252 Ha
total second-order eps_os = -0.15343 Ha = -4.1749 eV per electron
example rs=1 bohr: kF=1.4142/bohr, kc=7.0711/bohr, Ecut=25.00 Ha, M/N=12.50
 dE_os/N: leading 5.000, series 5.726, exact 5.755 mHa = 0.1566 eV
 dE_ss/N: leading 0.0250, exact 0.0306 mHa
 dE_os/|eps_os| = 3.75 %
 1 mHa/electron: M/N leading 62.5, series 66.0, x=11.49, Ecut=132.0 Ha
cell: A=81.681 bohr^2, 2pi/L=0.6952/bohr, M=[317, 1257, 5025, 20081]
13+13 free: E_os/N mHa [-151.352 -155.91  -156.957 -157.208]
  predicted dE/N mHa [5.893 1.379 0.334 0.082]
  corrected mHa [-157.244 -157.289 -157.29  -157.29 ] ratios [1.0079 1.0011 1.0001]
13+13 HF: E_os/N mHa [-146.755 -151.228 -152.27  -152.521]
  predicted dE/N mHa [5.893 1.379 0.334 0.082]
  corrected mHa [-152.648 -152.607 -152.603 -152.603] ratios [0.9923 0.9969 0.9989]
13+5 free: E_os/N mHa [-125.29  -127.74  -128.314 -128.453]
  predicted dE/N mHa [3.19  0.758 0.184 0.046]
  corrected mHa [-128.48  -128.498 -128.499 -128.499] ratios [1.0058 1.0008 1.0001]
13+13 leading N/(16M) mHa [5.126 1.293 0.323 0.081]
13+13 free E_ss/N mHa [-29.0146 -29.0471 -29.0489 -29.049 ] ratio 1.047
two electrons: A=6.2832 bohr^2, 2pi/L=2.5066/bohr, g0=0.3488
 n=(10,0) k=25.07/bohr: c_k k^3 A/(2pi psi0) = -1.00270
 n=(20,0) k=50.13/bohr: c_k k^3 A/(2pi psi0) = -1.00106
 n=(12,16) k=50.13/bohr: c_k k^3 A/(2pi psi0) = -1.00106
 M=1793, kc=59.9/bohr: E=-0.11473320 Ha, g0/(4M)=4.864e-05 Ha, ratio 1.0147
 M=7213, kc=120.1/bohr: E=-0.11477034 Ha, g0/(4M)=1.209e-05 Ha, ratio 1.0082
 M=28917: E=-0.11477949 Ha, corrected -0.11478251 Ha
```
